# Refractive index of a dilute dipole layer from its forward-scattered waves, part 2

How do the waves scattered by a dilute medium add up to a refractive index $n$? The medium has $\rho$ identical scatterers per unit volume, randomly placed. For $|n-1|\ll1$, its index is

$$n-1=\frac{2\pi\rho f(0)}{k^2}. \tag{1}$$

Gaussian units are used. Fields are real parts of complex quantities with the time factor $e^{-i\omega t}$, so a positive phase means a later crest. Here $c$ is the speed of light in vacuum and $k=\omega/c$ the vacuum wavenumber. The incident (direct) wave $E_0e^{ikz}$ travels along $z$. It gives each scatterer, of polarizability $\alpha$, a dipole moment $p=\alpha E_0$. At a large distance $R$ the scattered field is $E_0f\,e^{ikR}/R$, with the forward amplitude

$$f(0)=k^2\alpha. \tag{4}$$

At a distance $z$ behind a thin sheet of thickness $d$, the scattered waves add up to the sheet wave

$$E_{\rm s}(z)=\frac{2\pi i\rho d}{k}\,f(0)\,E_0e^{ikz}, \tag{2}$$

which is $is$ times the direct wave, with

$$s=\frac{2\pi\rho d\,f(0)}{k}. \tag{14}$$

For real positive $f(0)$ the factor $i$ is a lag of a quarter period, and the crests of the total wave are delayed by only $s/\omega$ when $s\ll1$. A sheet radiates $is$ times the field that drives it, both forward and backward. Equating $1+is$ with the sheet's phase factor $e^{ik(n-1)d}$ gave (1); this step required $k|n-1|d\ll1$.

The closing table also lists tests of equation (2):

- The discrete sheet is a square grid of dipoles with quarter-wavelength spacing, lit as $e^{-b^2/W^2}$ at distance $b$ from the axis. $W$ is the beam radius, 30 wavelengths for the test at $z=0.5$ wavelength.
- The first half-wave zone contains the dipoles whose distance from the observer exceeds $z$ by at most half a wavelength. Its tabulated ratio is for $z=20$ wavelengths, as is the sharp-edge remainder, with the edge 400 wavelengths from the observer.
- The pattern test uses $f(\theta)=(1+2\cos\theta)/3$, where $\theta$ is the angle from the forward direction.

### Thick layers

A slice at depth $z'$ is driven with the phase $kz'$, and its forward wave gains $k(z-z')$ on the way to the observer. The sum is $kz$ for every slice. All forward waves from the slices therefore arrive in phase with one another. The backward waves reach a point in front of the layer with the phase $2kz'$, apart from a common term, and their sum over a thickness $D$ has the size

$$\left|\int_0^De^{2ikz'}dz'\right|=\frac{|\sin kD|}k. \tag{17}$$

This never exceeds $1/k$ however thick the layer is. The forward sum grows with $D$.

When the accumulated phase is no longer small, each slice must be driven by the wave that reaches it. For the amplitude $\mathcal E(z)$ that multiplies $e^{ikz}$, a slice $dz$ adds $i(2\pi\rho f(0)/k)\,\mathcal E\,dz$. The solution of this equation is

$$\mathcal E(D)=E_0\exp\left[\frac{2\pi i\rho f(0)D}k\right]=E_0e^{ik(n-1)D}. \tag{18}$$

The condition $k|n-1|d\ll1$ was needed for one sheet and has now been removed. The condition $|n-1|\ll1$ remains.

A stack of sheets that scatter each other's waves back and forth tests this step. Let neighbouring sheets be separated by the vacuum phase $x$. The field at sheet $j$ is

$$E_j=E_0e^{ixj}+is\sum_l e^{ix|j-l|}E_l. \tag{19}$$

Form the combination $E_{j+1}+E_{j-1}-2\cos x\,E_j$. It removes the incident wave. Of the sum it leaves the term $l=j$, where the exponentials give $2e^{ix}-2\cos x=2i\sin x$. Hence

$$E_{j+1}+E_{j-1}-2\cos x\,E_j=-2s\sin x\,E_j.$$

A wave $E_j\propto e^{iqj}$ satisfies this if $\cos q=\cos x-s\sin x$. Expanding with $q=x+\delta$ up to second order, which requires $|s\cot x|\ll1$, gives

$$\delta\simeq s-\frac{s^2}2\cot x. \tag{20}$$

For 400 sheets with $s=0.0025$ and $x=0.5$, the first-order phase is 1 rad. The second term lowers it by $400\times(0.0025^2/2)\times1.83=0.0023$ rad. The numerical solution of (19) gives 0.9977 rad and a forward amplitude of 1.00000. The backward amplitude is 0.00033. Adding the backward waves of sheets driven by the direct wave alone gives at most $s/\sin x=0.005$; this is a guide to the size and does not predict the individual value. The regular spacing brings a limit of its own. When $x$ approaches $\pi$ or a higher multiple of $\pi$, the backward waves of all sheets add in phase (Bragg reflection), and (18) and (20) fail even for small $s$. For the same stack with $x=\pi$, the forward and backward amplitudes are both 0.707.

### Complex amplitudes: lead, lag and loss

As a model of the scatterer, take an electron of charge $e$ and mass $m$ bound with the natural frequency $\omega_0$ and damped at the rate $\gamma$. Its equation of motion $m(\ddot x+\gamma\dot x+\omega_0^2x)=eE$ gives, for the time factor $e^{-i\omega t}$,

$$\alpha=\frac{ex}{E}=\frac{e^2/m}{\omega_0^2-\omega^2-i\gamma\omega}. \tag{21}$$

The sign of $e$ drops out because it enters twice.

If radiation is the only loss, energy conservation fixes $\gamma$. The energy flux of the far field is $c|E|^2/(8\pi)$ and $|E|=k^2|p|\sin\vartheta/R$, where $\vartheta$ is the angle from the dipole axis. Since $\int\sin^2\vartheta\,d\Omega=8\pi/3$, the radiated power is $ck^4|p|^2/3$. The damping force removes the mean power $m\gamma\omega^2|x|^2/2$. With $p=ex$, equality of the two requires

$$\gamma=\frac{2e^2\omega^2}{3mc^3}. \tag{22}$$

Three cases follow from (21).

- **Below resonance**, for $\omega_0^2-\omega^2\gg\gamma\omega$, the amplitude is almost real and positive. The sheet wave lags by a quarter period and $n>1$.
- **Above resonance**, for $\omega^2-\omega_0^2\gg\gamma\omega$, it is almost real and negative. The sheet wave leads by a quarter period, and $n<1$. The lead belongs to the steady oscillation, in which the electron moves opposite to the driving force.
- **At resonance**, $\alpha$ is positive imaginary. The electron is a quarter period late and the sum over the sheet adds another quarter. The sheet wave opposes the direct wave and weakens it.

For general complex $f(0)$, the intensity follows from the squared modulus of (18):

$$\frac{|\mathcal E(D)|^2}{E_0^2}=\exp\left[-\frac{4\pi\rho\operatorname{Im}f(0)}kD\right]=e^{-\rho\sigma D},\qquad \sigma=\frac{4\pi}k\operatorname{Im}f(0). \tag{23}$$

For the radiatively damped electron, this loss must equal the power scattered to all sides. Equations (4), (21) and (22) give

$$\frac1{f(0)}=\frac{mc^2}{e^2}\,\frac{\omega_0^2-\omega^2-i\gamma\omega}{\omega^2},\qquad
\operatorname{Im}\frac1{f(0)}=-\frac{mc^2\gamma}{e^2\omega}=-\frac{2k}3.$$

Since $\operatorname{Im}(1/f)=-\operatorname{Im}f/|f|^2$, it follows that $\operatorname{Im}f(0)=\tfrac23k|f(0)|^2$, and therefore

$$\sigma=\frac{8\pi}3|f(0)|^2. \tag{24}$$

This is also the integral of $|f(0)|^2\sin^2\vartheta$ over all directions, which is the scattered power divided by the incident flux. The wave lost from the forward beam reappears as side scattering. The form $e^{-\rho\sigma D}$ holds for randomly placed, independent scatterers; in an ordered arrangement, the side waves can interfere and the loss can differ.

### Worked example

The model gas has one such electron per particle, a resonance wavelength of 200 nm and a density $\rho=2.50\times10^{19}\ \mathrm{cm^{-3}}$. The light has a wavelength of 600 nm, so $k=1.0472\times10^5\ \mathrm{cm^{-1}}$. The frequency ratio is $\omega_0/\omega=3$. Far from resonance the damping hardly affects the real part, and

$$f(0)\simeq\frac{e^2}{mc^2}\,\frac1{(\omega_0/\omega)^2-1}=\frac{2.8179\times10^{-13}\ \mathrm{cm}}8=3.522\times10^{-14}\ \mathrm{cm}.$$

The polarizability is $f(0)/k^2=3.212\times10^{-24}\ \mathrm{cm^3}$. Equation (1) gives

$$n-1=\frac{2\pi\,(2.50\times10^{19})(3.522\times10^{-14})}{(1.0472\times10^5)^2}=5.045\times10^{-4}.$$

A layer of 1 µm, or $10^{-4}$ cm, has $kd=10.47$ and is thicker than the single sheet assumed in (2). The forward waves of its slices arrive in phase, however, so (14) still applies while $s\ll1$. The layer produces a sheet wave of relative size

$$s=k(n-1)d=(1.0472\times10^5)(5.045\times10^{-4})(10^{-4})=5.28\times10^{-3}.$$

The sheet wave lags by a quarter period, 0.500 fs. The total wave lags by $s/\omega=1.68$ as, about 300 times less. The ratio of the two delays is $2s/\pi$, because the first is $\pi/(2\omega)$.

The dipoles that matter lie near the axis. At a distance $z=1$ cm, the first half-wave zone has the radius $\sqrt{z\lambda+\lambda^2/4}=77.5$ µm, where $\lambda$ is the wavelength. Equation (2), which takes the direct wave as an unspread plane wave, requires a beam wide compared with this radius. A narrower beam that is still many wavelengths wide and fades smoothly spreads by diffraction on the way. Its direct wave and its sheet wave then spread alike, so their ratio stays close to $is$ and the index is unaffected.

For a layer of 1 cm, the extra phase is $k(n-1)D=52.8$ rad, and the exponential (18) must be used. The scattering cross section is $(8\pi/3)(3.522\times10^{-14}\ \mathrm{cm})^2=1.04\times10^{-26}\ \mathrm{cm^2}$. The fraction of intensity lost over 1 cm is $\rho\sigma D=2.6\times10^{-7}$. The gas thus shifts the phase by many radians while it removes almost no light.

At 150 nm the same gas has $n-1=-5.77\times10^{-4}$, and the sheet wave leads by 0.250 period. At 200 nm its crest is displaced by half a period, which is opposition. There $1/f(0)=-2ik/3$, so $f(0)=3i/(2k)$, and the right-hand side of (1) has the size $7.6\times10^3$. The condition $|n-1|\ll1$ is violated, and (1) gives no usable index for this density at resonance. The phase of opposition still describes a sheet so sparse that $|s|\ll1$ and its dipoles hardly influence one another.

### Size of the neglected terms

The first correction in density depends on the arrangement of the dipoles. In the Lorentz–Lorenz model, a dipole in a medium of polarization $P$ feels $E+4\pi P/3$ instead of the mean field $E$. Then $P=\rho\alpha(E+4\pi P/3)$. With $u=4\pi\rho\alpha$, the permittivity is

$$n^2=1+\frac{4\pi P}E=1+\frac u{1-u/3}\simeq1+u+\frac{u^2}3.$$

The square root, to second order, is

$$n\simeq1+\frac12\left(u+\frac{u^2}3\right)-\frac{u^2}8=1+\frac u2+\frac{u^2}{24}. \tag{25}$$

With $\eta=u/2=2\pi\rho\alpha$, the index given by (1), the correction is $\eta^2/6$, or $\eta/6$ relative to $\eta$. The stack of uniform sheets behaves differently: for small spacing $\cot x\simeq1/x$, and (20) gives $n-1=\eta-\eta^2/2$ with $\eta=s/x$. The two second-order terms even differ in sign, so none should be added to (1) without a model of the local field.

A slab also reflects at its faces. Continuity of the electric and magnetic fields gives the amplitude $2/(n+1)$ for entry, $2n/(n+1)$ for exit and $r_1=(n-1)/(n+1)$ for each internal reflection. The product of entry and exit is $1-r_1^2$. Summing over round trips gives the transmitted wave relative to vacuum,

$$T=e^{ik(n-1)d}\,\frac{1-r_1^2}{1-r_1^2e^{2inkd}}. \tag{26}$$

If the index is read from the transmitted wave as $\ln T/(ikd)$, reflections change it by about $r_1^2(e^{2ikd}-1)/(ikd)$. Since $r_1^2\simeq\eta^2/4$, the total deviation from (1), relative to $\eta$, is

$$\eta\left[\frac16+\frac{e^{2ikd}-1}{4ikd}\right]. \tag{27}$$

For the 1 µm layer $kd=10.47$, and the bracket is $0.187+0.036i$, of modulus 0.191. The predicted deviation is $0.191\times5.05\times10^{-4}=9.6\times10^{-5}$. Solving the boundary conditions numerically gives $9.6\times10^{-5}$, and $4.8\times10^{-5}$ at half the density, as a first-order law requires.

### Notes for use

The quantity to check first is $2\pi\rho|f(0)|/k^2$; it must be small. The number of dipoles per cubic wavelength may be large, as it is in the example. For a thick layer, a small relative error can still be a noticeable phase: the Lorentz–Lorenz term adds $kD\eta^2/6$, which is 0.004 rad for the 1 cm layer.

The sum is linear in the scatterers. For a dilute mixture, $\rho f(0)$ is replaced by the sum of $\rho_jf_j(0)$ over the species. For randomly oriented anisotropic scatterers that are not chiral, $f(0)$ is the orientational average of the forward amplitude with unchanged polarization. For chiral scatterers of one handedness, the averaged amplitude into the crossed polarization does not vanish. Equation (1) then holds separately for the two circular polarizations, and a linear polarization rotates.

With the opposite time factor $e^{+i\omega t}$, every complex amplitude is replaced by its conjugate. The sheet wave then carries $-i$, which is still a lag, and absorption appears as a negative imaginary part of $n$. Equation (1) keeps its form. Mixing the two conventions turns loss into gain.

The numerical output below lists the geometry tests, the stack of sheets and the values for the model gas.

## Table of computed values

```
GEOMETRY TESTS
discrete sheet / formula, z = 3 wavelengths: 1.00000
its deviation, beam radius 15 wavelengths: 4.25e-03
its deviation, beam radius 30 wavelengths: 1.06e-03
deviation at z = 0.5 wavelength, full field: 2.15e-04
same with far-zone terms only: 0.229
first half-wave zone / full sheet: 1.976
sharp-edge remainder / full sheet: 0.501
pattern (1+2cos)/3, error at 20 wavelengths: 5.30e-03
same pattern, error at 200 wavelengths: 5.31e-04
STACK OF MUTUALLY SCATTERING SHEETS
number of sheets: 400, phase per sheet: 0.0025 rad
vacuum phase between neighbouring sheets: 0.5 rad
forward phase shift: 0.9977 rad
forward amplitude: 1.00000
backward amplitude: 0.00033
MODEL GAS
resonance wavelength: 200 nm
light wavelength: 600 nm
number density: 2.50e+19 cm^-3
wavenumber k: 1.0472e+05 cm^-1
e^2/(m c^2): 2.8179e-13 cm
polarizability: 3.2121e-24 cm^3
forward amplitude, real part: 3.5224e-14 cm
forward amplitude, imaginary part: 8.6621e-23 cm
n - 1 from the formula: 5.04550e-04
n - 1 from slab boundary conditions: 5.04598e-04
relative difference of the two: 9.63e-05
relative difference at half density: 4.81e-05
thin layer: 1 micrometre
sheet wave / direct wave, size: 5.2836e-03
quarter period: 0.5003 fs
delay of the total wave: 1.683 as
first-zone radius at 1 cm distance: 77.5 micrometre
thick layer: 1 cm
its extra phase: 52.84 rad
scattering cross section: 1.039e-26 cm^2
intensity lost in thick layer: 2.60e-07
PEAK OF SHEET WAVE AFTER DIRECT WAVE (negative = earlier)
light at 600 nm: 0.250 period
light at 200 nm: 0.500 period
light at 150 nm: -0.250 period
n - 1 at 150 nm: -5.7663e-04
2 pi rho |f|/k^2 at resonance: 7.60e+03
```
